# Whipple's solution for diffusion along an isolated grain boundary: a program that tests the result

```python
"""Whipple's solution for an isolated grain boundary, constant surface source.

Result under test, for the grain concentration divided by the surface value:
  c = erfc(eta/2) + eta/(2 sqrt(pi)) * Integral_{1}^{Delta} dsigma
      sigma^(-3/2) exp(-eta^2/(4 sigma))
      erfc( sqrt((Delta-1)/(Delta-sigma)) * (xi + (sigma-1)/beta) / 2 )
Symbols: D grain diffusivity, Delta*D boundary diffusivity, a half-thickness
of the boundary, L = sqrt(D t), xi = distance from boundary edge / L,
eta = depth / L, beta = (Delta-1) a / L.  Tests use D = t = 1, so L = 1.
The model takes the concentration as uniform across the boundary.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.linalg import expm
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

GL_X, GL_W = np.polynomial.legendre.leggauss(400)


def sigma_rule(beta, Delta):
    """Nodes and weights in sigma, Gauss-Legendre in log(sigma).
    Beyond 1 + 20 beta the erfc factor is below 1e-40."""
    top = np.log(min(Delta, 1 + 20 * beta))
    sigma = np.exp(0.5 * top * (GL_X + 1))
    return sigma, 0.5 * top * GL_W * sigma


def integral_part(xi, eta, beta, Delta):
    sigma, weight = sigma_rule(beta, Delta)
    xi = np.asarray(xi, float)[..., None]
    eta = np.asarray(eta, float)[..., None]
    g = 1 / np.sqrt(1 - (sigma - 1) / (Delta - 1))
    f = sigma**-1.5 * np.exp(-eta**2 / (4 * sigma))
    return np.sum(weight * f * erfc(0.5 * g * (xi + (sigma - 1) / beta)), axis=-1)


def boundary_part(xi, eta, beta, Delta):
    return np.asarray(eta) / (2 * np.sqrt(np.pi)) * integral_part(xi, eta, beta, Delta)


def whipple(xi, eta, beta, Delta):
    return erfc(np.asarray(eta) / 2) + boundary_part(xi, eta, beta, Delta)


def excess_width(eta, beta, Delta):
    """Boundary part integrated over both grains, in units of L."""
    sigma, weight = sigma_rule(beta, Delta)
    g = 1 / np.sqrt(1 - (sigma - 1) / (Delta - 1))
    z = 0.5 * g * (sigma - 1) / beta
    ierfc = np.exp(-z**2) / np.sqrt(np.pi) - z * erfc(z)
    f = sigma**-1.5 * np.exp(-eta**2 / (4 * sigma)) * 2 / g * ierfc
    return eta / np.sqrt(np.pi) * np.sum(weight * f)


# ---- Test: the two transform pairs, by direct quadrature
k, p, ell = 0.7, 0.9, 0.6
q = np.sqrt(k**2 + p)
left = quad(lambda s: np.exp(-(p + k**2) * s) * erfc(ell / (2 * np.sqrt(s))),
            0, 40, limit=200)[0]
assert abs(left - np.exp(-q * ell) / q**2) < 1e-7
T, y = 1.7, 2.3
left = 2 / np.pi * quad(lambda s: s * np.exp(-s**2 * T) * np.sin(s * y), 0, 10)[0]
assert abs(left - y * np.exp(-y**2 / (4 * T)) / (2 * np.sqrt(np.pi) * T**1.5)) < 1e-8

# ---- Test: numerical inversion of the transforms (Talbot contour, then sine)
M = 24
r = 2 * M / 5
th = np.arange(1, M) * np.pi / M
cot = 1 / np.tan(th)
P = np.concatenate(([r + 0j], r * th * (cot + 1j)))
PW = np.concatenate(([0.5 * np.exp(r) + 0j],
                     np.exp(P[1:]) * (1 + 1j * (th + (th * cot - 1) * cot))))
K = 4 * (GL_X + 1)
KW = 4 * GL_W


def thin_transform(k, p, X, a, Delta):
    q = np.sqrt(k**2 + p)
    return (Delta - 1) * k * np.exp(-q * X) / (q**2 * (q**2 + (Delta - 1) * k**2 + q / a))


def slab_transform(k, p, X, a, Delta):
    """Full slab, with diffusion across the boundary resolved."""
    q = np.sqrt(k**2 + p)
    qb = np.sqrt(k**2 + p / Delta)
    th_b = np.tanh(qb * a)
    amp = k * (1 - 1 / Delta) * th_b / (qb * q**2 * (qb * th_b + q / Delta))
    return amp * np.exp(-q * X)


def invert(transform, X, y, a, Delta):
    F = transform(K[:, None], P[None, :], X, a, Delta)
    in_time = r / M * np.real(F @ PW)
    return 2 / np.pi * np.sum(KW * in_time * np.sin(K * y))


inversion_error = 0.0
for a, Delta in ((0.25, 10.0), (25 / (1e5 - 1), 1e5)):
    for X, y in ((0.0, 1.0), (0.0, 5.0), (0.8, 3.0)):
        diff = invert(thin_transform, X, y, a, Delta) - boundary_part(X, y, (Delta - 1) * a, Delta)
        inversion_error = max(inversion_error, abs(diff))
assert inversion_error < 1e-6

# ---- Test: uniform-across-boundary model against full slab, beta = 1 fixed
slab_error = []
for a in (0.02, 0.01):
    Delta = 1 + 1 / a
    slab_error.append(abs(invert(slab_transform, 0.0, 2.0, a, Delta)
                          - boundary_part(0.0, 2.0, 1.0, Delta)))
slab_ratio = slab_error[0] / slab_error[1]
assert 3.5 < slab_ratio < 4.6

# ---- Test: finite differences for the original equations, D = t = 1
a, Delta, h = 0.25, 10.0, 0.05
nx, ny = 121, 239
width = np.full(nx, h)
width[0], width[-1] = a + h / 2, h / 2
along = np.full(nx, h)
along[0], along[-1] = a * Delta + h / 2, h / 2
main = np.full(nx, -2 / h)
main[0] = main[-1] = -1 / h
across = sp.diags([np.full(nx - 1, 1 / h), main, np.full(nx - 1, 1 / h)], [-1, 0, 1])
second = sp.diags([np.ones(ny - 1), -2 * np.ones(ny), np.ones(ny - 1)], [-1, 0, 1]) / h**2
A = sp.kron(sp.diags(along / width), second) + sp.kron(sp.diags(1 / width) @ across, sp.eye(ny))
source = np.zeros((nx, ny))
source[:, 0] = along / width / h**2
source = source.ravel()
dt = 0.01
A = A.tocsr()
lu = splu((sp.eye(nx * ny) - 0.5 * dt * A).tocsc())
c = np.zeros(nx * ny)
for _ in range(4):                       # damped start: implicit half steps
    c = lu.solve(c + 0.5 * dt * source)
for _ in range(98):                      # trapezoidal steps up to t = 1
    c = lu.solve(c + 0.5 * dt * (A @ c) + dt * source)
c = c.reshape(nx, ny)
ix, iy = np.arange(0, 61, 10), np.arange(9, 120, 10)
formula = whipple((ix * h)[:, None], ((iy + 1) * h)[None, :], (Delta - 1) * a, Delta)
fd_error = np.max(np.abs(c[np.ix_(ix, iy)] - formula))
assert fd_error < 1e-3

# ---- Test: erfc factor is the law of the time spent in the boundary
# Walkers are killed at rate kappa while in the boundary; survival is computed.
h1, n1, kappa = 0.02, 401, 3.0
w1 = np.full(n1, h1)
w1[0], w1[-1] = a + h1 / 2, h1 / 2
G = np.diag(np.full(n1, -2 / h1)) + np.diag(np.full(n1 - 1, 1 / h1), 1) \
    + np.diag(np.full(n1 - 1, 1 / h1), -1)
G[0, 0] = G[-1, -1] = -1 / h1
G = G / w1[:, None]
G[0, 0] -= kappa * a / w1[0]
survival = expm(G) @ np.ones(n1)
residence_error = 0.0
for i in (0, 25):
    law = quad(lambda s: np.exp(-kappa * s) * erfc((i * h1 + s / a) / (2 * np.sqrt(1 - s))), 0, 1)[0]
    residence_error = max(residence_error, abs(survival[i] - (1 - kappa * law)))
assert residence_error < 1e-3

# ---- Test: limits and lateral integral
no_leak = whipple(0.0, 4.0, 1e9, 10.0)
assert abs(no_leak - erfc(4.0 / (2 * np.sqrt(10.0)))) < 1e-6
limit = boundary_part(0.0, 5.0, 25.0, np.inf)
gap4 = abs(boundary_part(0.0, 5.0, 25.0, 1e4) - limit)
gap5 = abs(boundary_part(0.0, 5.0, 25.0, 1e5) - limit)
assert 8 < gap4 / gap5 < 12
direct = 2 * quad(lambda s: float(boundary_part(s, 5.0, 25.0, 1e5)), 0, 14)[0]
assert abs(direct - excess_width(5.0, 25.0, 1e5)) < 1e-7

# ---- Worked example, round model parameters
D, Db, delta, time = 1e-17, 1e-12, 0.5e-9, 1e5
L = np.sqrt(D * time)
um = 1e-6
Delta = Db / D
beta = (Delta - 1) * delta / 2 / L
print(f"grain diffusivity D = {D:.1e} m^2/s")
print(f"boundary diffusivity D_b = {Db:.1e} m^2/s")
print(f"boundary width delta = {delta * 1e9:.2f} nm")
print(f"time t = {time:.1e} s")
print(f"L = sqrt(D t) = {L / um:.4f} um")
print(f"Delta = {Delta:.4e} (no unit)")
print(f"beta = {beta:.5f} (no unit)")
print("depth um | c1/c0 grain alone | c/c0 at edge | c/c0 1 um away | excess/c0 um")
for depth in (1, 2, 5, 10):
    eta = depth * um / L
    edge = whipple(0.0, eta, beta, Delta)
    away = whipple(um / L, eta, beta, Delta)
    total = excess_width(eta, beta, Delta) * L + delta * boundary_part(0.0, eta, beta, Delta)
    print(f"{depth:3d} | {erfc(eta / 2):.4e} | {edge:.5f} | {away:.5f} | {total / um:.5f}")
eta = 5 * um / L
print(f"at 5 um, edge: prefactor eta/(2 sqrt(pi)) = {eta / (2 * np.sqrt(np.pi)):.5f} (no unit)")
print(f"at 5 um, edge: sigma integral = {integral_part(0.0, eta, beta, Delta):.5f} (no unit)")
print(f"at 5 um, edge: boundary part c2/c0 = {boundary_part(0.0, eta, beta, Delta):.5f} (no unit)")
inf_part = boundary_part(0.0, eta, beta, np.inf)
rel = inf_part / boundary_part(0.0, eta, beta, Delta) - 1
print(f"at 5 um, edge: relative change of c2 for Delta -> infinity = {rel:.2e}")
grain10 = brentq(lambda e: erfc(e / 2) - 0.1, 0.1, 10)
edge10 = brentq(lambda e: float(whipple(0.0, e, beta, Delta)) - 0.1, 0.1, 60)
print(f"depth of c/c0 = 0.1, grain alone = {grain10 * L / um:.4f} um")
print(f"depth of c/c0 = 0.1, at boundary edge = {edge10 * L / um:.4f} um")
free10 = grain10 * np.sqrt(Db * time)
print(f"depth of c/c0 = 0.1, boundary without leakage = {free10 / um:.2f} um")
a_rel = delta / 2 / L
fraction = quad(lambda s: erfc(s / a_rel / (2 * np.sqrt(1 - s))), 0, 20 * a_rel)[0]
print(f"mean time in boundary, start at edge = {fraction * time:.3f} s")
print(f"mean sigma, start at edge = {1 + (Delta - 1) * fraction:.3f} (no unit)")
print(f"test: max |finite differences - formula| in c/c0 = {fd_error:.1e}")
print(f"test: max |transform inversion - formula| in c/c0 = {inversion_error:.1e}")
print(f"test: max |survival - residence law| = {residence_error:.1e}")
print(f"test: full-slab difference in c/c0, a/L = 0.02, beta = 1: {slab_error[0]:.2e}")
print(f"test: full-slab difference in c/c0, a/L = 0.01, beta = 1: {slab_error[1]:.2e}")
print(f"test: ratio of these differences = {slab_ratio:.3f}")
print(f"test: ratio of Delta-limit gaps, Delta 1e4 to 1e5 = {gap4 / gap5:.3f}")
print("tests ok")
```

Running it gives:

```
grain diffusivity D = 1.0e-17 m^2/s
boundary diffusivity D_b = 1.0e-12 m^2/s
boundary width delta = 0.50 nm
time t = 1.0e+05 s
L = sqrt(D t) = 1.0000 um
Delta = 1.0000e+05 (no unit)
beta = 24.99975 (no unit)
depth um | c1/c0 grain alone | c/c0 at edge | c/c0 1 um away | excess/c0 um
  1 | 4.7950e-01 | 0.86178 | 0.65160 | 0.81746
  2 | 1.5730e-01 | 0.73277 | 0.41285 | 1.21657
  5 | 4.0695e-04 | 0.43396 | 0.17703 | 0.85412
 10 | 1.5375e-12 | 0.16878 | 0.05837 | 0.29334
at 5 um, edge: prefactor eta/(2 sqrt(pi)) = 1.41047 (no unit)
at 5 um, edge: sigma integral = 0.30738 (no unit)
at 5 um, edge: boundary part c2/c0 = 0.43356 (no unit)
at 5 um, edge: relative change of c2 for Delta -> infinity = 5.89e-05
depth of c/c0 = 0.1, grain alone = 2.3262 um
depth of c/c0 = 0.1, at boundary edge = 12.6084 um
depth of c/c0 = 0.1, boundary without leakage = 735.60 um
mean time in boundary, start at edge = 28.203 s
mean sigma, start at edge = 29.203 (no unit)
test: max |finite differences - formula| in c/c0 = 3.7e-05
test: max |transform inversion - formula| in c/c0 = 3.3e-13
test: max |survival - residence law| = 4.1e-06
test: full-slab difference in c/c0, a/L = 0.02, beta = 1: 6.31e-06
test: full-slab difference in c/c0, a/L = 0.01, beta = 1: 1.60e-06
test: ratio of these differences = 3.955
test: ratio of Delta-limit gaps, Delta 1e4 to 1e5 = 10.004
tests ok
```
